\section*{Full and half binding energies of free vacancies in doped tetravalent oxides}

\section{What a wrong reading costs}

An ionic transport measurement on a doped oxide gives one activation energy. Suppose that it is 1.10 eV, that the migration energy of an oxygen vacancy is known to be 0.70 eV, and that the remaining 0.40 eV is taken as the energy binding a vacancy to a dopant. If the dopant is divalent, the conditions below hold and the temperature is low enough for nearly all vacancies to be bound, the true binding energy is 0.80 eV. At 400 K, where $kT=0.03447$ eV, the dissociation constant computed from the wrong value is too large by $\exp(0.40/0.03447)\approx10^5$. For a trivalent dopant the same subtraction would have been right at low temperature.

The difference does not come from the strength of the bond. It comes from the number of dopants left without a vacancy, which charge neutrality fixes.

\section{Setting and assumptions}

The host is an oxide MO$_2$ with the fluorite structure. A fraction $c\ll1$ of its cations is replaced by dopants of valence $4-q$, where $q=1$ (trivalent) or $q=2$ (divalent). Relative to the perfect crystal a dopant has charge $-q$ and an oxygen vacancy has charge $+2$, in units of the elementary charge. All concentrations are numbers per cation: $m$ for all vacancies, $v$ for free vacancies, $p$ for dopant--vacancy pairs and $d$ for bare dopants.

The assumptions are these.

(i) Vacancies compensate the dopants and nothing else, so neutrality reads $2m=qc$. Exchange of oxygen with the surroundings is negligible.

(ii) Dopants are immobile and isolated. Each binds at most one vacancy, on one of its $z$ neighbouring anion sites, with energy $E>0$ that does not depend on temperature. Clusters of two dopants with one vacancy are thereby excluded.

(iii) Apart from this binding, defects do not interact, and no field is applied.

(iv) The system is in equilibrium and large enough to hold many free vacancies.

Since a vacancy is either free or paired, and a dopant either bare or paired,
\begin{equation}
p=m-v,\qquad d=c-p=c-m+v,\qquad m=\frac{qc}{2}.
\label{eq:balance}
\end{equation}
With $\beta=1/kT$, the apparent energy of the free vacancies is
\begin{equation}
A=-\frac{d\ln v}{d\beta}.
\label{eq:A}
\end{equation}
This is what an Arrhenius plot of $v$ gives. If free vacancies alone carry the current and their diffusivity varies as $e^{-\beta E_m}$, the Nernst--Einstein relation gives $\sigma T\propto v\,e^{-\beta E_m}$ for the conductivity $\sigma$. The slope of $\ln(\sigma T)$ then yields $E_m+A$.

\section{Two lemmas}

\paragraph{Lemma 1 (mass action).} In equilibrium
\begin{equation}
\frac{v\,d}{p}=K,\qquad K=\frac{s}{z}\,e^{-\beta E},
\label{eq:mass}
\end{equation}
where $s$ is the number of anion sites per cation that adjoin no dopant.

\paragraph{Proof.} Take $N_c$ cations, $N$ dopants, $M$ vacancies and $S=sN_c$ sites away from dopants. Let $n$ vacancies be free and $j=M-n$ be paired. The paired dopants can be chosen in $\binom{N}{j}$ ways, each pair has $z$ orientations, and the free vacancies can be placed in $\binom{S}{n}$ ways. With the energy of a free vacancy as zero, the statistical weight is
\begin{equation}
W(n)=\binom{N}{j}z^{j}e^{\beta Ej}\binom{S}{n}.
\label{eq:W}
\end{equation}
When the number of free vacancies rises from $n-1$ to $n$, the number of pairs falls from $j+1$ to $j$. The binomial coefficients change by
\begin{equation}
\frac{\binom{N}{j}}{\binom{N}{j+1}}=\frac{j+1}{N-j},\qquad
\frac{\binom{S}{n}}{\binom{S}{n-1}}=\frac{S-n+1}{n},
\end{equation}
and one factor $ze^{\beta E}$ is lost. Hence
\begin{equation}
\frac{W(n)}{W(n-1)}=\frac{j+1}{N-j}\,\frac{S-n+1}{n}\,\frac{e^{-\beta E}}{z}.
\label{eq:ratio}
\end{equation}
As $n$ grows, $j$ falls, so both numerators fall and both denominators rise. The ratio decreases steadily, and $W$ has a single peak where the ratio passes through 1. For large numbers the added ones can be dropped, and $S-n\approx S$ because vacancies are dilute. The peak condition is
\begin{equation}
\frac{n(N-j)}{j}=\frac{S}{z}e^{-\beta E}.
\end{equation}
Dividing by $N_c$ gives (\ref{eq:mass}). Near the peak, the second derivative of $\ln W$ is $-(1/n+1/j+1/(N-j))$, apart from the negligible $1/S$. The variance of $n$ is therefore at most about $n$, its relative spread at most about $n^{-1/2}$, and the mean agrees with the peak in a large system. $\square$

In fluorite a cation has $z=8$ anion neighbours and there are two anion sites per cation. Isolated dopants share no neighbours, so $s=2-8c$. A temperature-independent vibrational entropy of binding would multiply $K$ by a constant and leave $A$ unchanged at given $v$, $d$ and $p$.

\paragraph{Lemma 2 (one solution).} Equations (\ref{eq:balance}) and (\ref{eq:mass}) have one solution with $0<v<m$:
\begin{equation}
v=\frac{2Km}{b+\sqrt{b^2+4Km}},\qquad b=c-m+K.
\label{eq:root}
\end{equation}

\paragraph{Proof.} Inserting $d$ and $p$ gives $v(c-m+v)=K(m-v)$, or
\begin{equation}
v^2+(c-m+K)v-Km=0.
\label{eq:quad}
\end{equation}
The product of the roots is $-Km<0$, so one root is positive. At $v=m$ the left side equals $cm>0$, so this root lies below $m$. It is $(-b+\sqrt{b^2+4Km})/2$; multiplying numerator and denominator by $b+\sqrt{b^2+4Km}$ gives (\ref{eq:root}). $\square$

\section{The theorem}

\paragraph{Theorem.} Under assumptions (i)--(iv), at every temperature,
\begin{equation}
A=\frac{E}{1+v/d+v/p}.
\label{eq:main}
\end{equation}
When $K/c\to0$ on cooling,
\begin{align}
q=1:&\qquad v\to K, & A&\to E,\label{eq:tri}\\
q=2:&\qquad v\to\sqrt{Kc}, & A&\to E/2.\label{eq:di}
\end{align}
Here the arrow for $v$ means that the ratio of the two sides tends to 1.

\paragraph{Proof.} The logarithm of (\ref{eq:mass}) is $\ln v+\ln d-\ln p=\ln(s/z)-\beta E$. Differentiate with respect to $\beta$ at fixed $c$ and $m$. By (\ref{eq:balance}), $d$ changes by as much as $v$, and $p$ by the opposite amount. With $v'=dv/d\beta$,
\begin{equation}
\frac{v'}{v}+\frac{v'}{d}+\frac{v'}{p}=-E
\quad\Longrightarrow\quad
\frac{v'}{v}\left(1+\frac vd+\frac vp\right)=-E .
\end{equation}
Since $A=-v'/v$, this is (\ref{eq:main}).

For $q=1$, neutrality gives $m=c/2$, so $d=c/2+v$ and $p=c/2-v$. Then
\begin{equation}
v=K\frac pd=K\,\frac{c/2-v}{c/2+v}<K .
\end{equation}
Hence $v/c\to0$, the fraction tends to 1, and $v\to K$. Both $v/d$ and $v/p$ vanish, so $A\to E$.

For $q=2$, neutrality gives $m=c$, so $d=v$ and $p=c-v$. Mass action becomes
\begin{equation}
v^2=K(c-v)<Kc .
\end{equation}
Again $v/c\to0$, and $v\to\sqrt{Kc}$. Now $v/d=1$ at every temperature while $v/p\to0$, so $A\to E/2$. $\square$

\paragraph{Approach to the limits.} For $q=1$, $v/d+v/p\approx4K/c$; for $q=2$, $v/p\approx\sqrt{K/c}$. To leading order,
\begin{equation}
A_{q=1}\approx E\left(1-\frac{4K}{c}\right),\qquad
A_{q=2}\approx\frac E2\left(1-\frac12\sqrt{\frac Kc}\right).
\label{eq:corr}
\end{equation}

\paragraph{The hot limit.} Mass action gives $v/p=K/d$, so (\ref{eq:main}) can also be written
\begin{equation}
A=\frac{E\,d}{d+v+K}.
\label{eq:alt}
\end{equation}
When $K\gg c$, nearly all vacancies are free, $d\approx c$, and $A\approx Ec/K\ll E$. The change of regime is conveniently placed at $K=c$, which gives
\begin{equation}
kT^*=\frac{E}{\ln[s/(zc)]}.
\label{eq:Tstar}
\end{equation}
With $y=v/c$, (\ref{eq:quad}) then reads $y^2+\tfrac32y-\tfrac12=0$ for $q=1$ and $y^2+y-1=0$ for $q=2$. The roots are $y=0.281$ and $y=0.618$, so 56\,\% and 62\,\% of the vacancies are free at $T^*$. ``Low temperature'' therefore means well below $T^*$.

\section{Physical meaning}

With trivalent dopants there are two dopants per vacancy. Even when every vacancy is bound, half the dopants are bare. Breaking a pair adds one free vacancy and hardly changes the supply of traps, so the full cost $E$ appears in $v$.

With divalent dopants every bare dopant has been made by breaking a pair. Free vacancies and empty traps appear in equal numbers, and mass action fixes their product. Each then carries the square root of the Boltzmann factor.

The chemical potential of the vacancies expresses the same fact. For dilute free vacancies $\mu=kT\ln(v/s)$, and the low-temperature laws give
\begin{align}
q=1:&\quad \mu=-E-kT\ln z,\\
q=2:&\quad \mu=-\frac E2+\frac{kT}{2}\ln\frac{c}{zs}.
\end{align}
Half-filled traps pin $\mu$ at the trap level, apart from the entropy of orientation. Completely filled traps leave it midway between the trap level and the free level, apart from an entropy term. A semiconductor with partly compensated donors differs in the same way from one without compensation.

The two laws also differ in their dependence on doping: $v$ is independent of $c$ in (\ref{eq:tri}) and grows as $\sqrt c$ in (\ref{eq:di}).

``Half'' refers to the divalent dopant's own binding energy. If binding scaled with dopant charge, as for point charges at fixed distance, the divalent $E$ would be twice the trivalent one and the two low-temperature limits of $A$ would coincide.

\section{When the half law fails}

\paragraph{Corollary 1 (spare traps).} Let singly charged donors, $D$ per cation, accompany divalent dopants. Neutrality becomes $2m+D=2c$, so $t=c-m=D/2$ dopants per cation stay bare even when all vacancies are bound. Mass action reads
\begin{equation}
v(t+v)=K(c-t-v).
\label{eq:donor}
\end{equation}
On cooling, $v$ eventually falls far below $t$. Then $v\to K(c-t)/t$ and $A\to E$. Half binding survives only in a window where $K\ll c$ and $t\ll\sqrt{Kc}$.

If instead there are more vacancies than traps, $m>c$, then $d\ge0$ requires $v\ge m-c$. On cooling $v\to m-c$ and $d\to0$, and (\ref{eq:alt}) gives $A\to0$. The filling of the traps decides the law, and valence matters because it sets the filling.

\paragraph{Corollary 2 (small closed cells).} Let a closed cell contain $N$ divalent dopants and $N$ vacancies. Setting $n=1$ and $j=N-1$ in (\ref{eq:ratio}) gives
\begin{equation}
\frac{W(1)}{W(0)}=N\,\frac{S}{z}e^{-\beta E}=N N_cK .
\label{eq:small}
\end{equation}
If this is much less than 1, it is the mean number of free vacancies, and it carries the full energy $E$. The square-root law needs free vacancies and bare dopants in numbers large enough to be independent. In a small cell the one free vacancy comes with exactly one bare dopant.

\section{Worked example: a hafnium-oxide memory layer}

Take a 10 nm hafnium-oxide layer at 400 K, a temperature suited to a retention bake. The layer is treated as uniform, neutral and free of any internal field. This requires electrodes that produce no built-in voltage, and it neglects the attraction of charged defects to their image charges in metal electrodes. The trivalent dopant is dysprosium with $E=0.50$ eV; the comparison is a generic divalent dopant with $E=0.80$ eV. Doping is 10 ppm of cations in both cases. The lattice constant 0.51 nm, relative permittivity 25, migration energy 0.70 eV and attempt frequency $10^{13}$ s$^{-1}$ are, like the bindings, rough values for a cubic idealization. Placing the vacancy next to dysprosium is a further simplification: in related cubic oxides, large trivalent dopants tend to favour a vacancy on a second-neighbour site. With 24 such sites and the same $E$, $v$ at 400 K would be about a third of the value below and $A$ would be 0.49 eV. Four cations per cubic cell give a density of $3.015\times10^{22}$ cm$^{-3}$.

\paragraph{Dysprosium.} The dissociation constant is
\begin{equation}
K=\frac{1.99992}{8}\exp\!\left(-\frac{0.50}{0.03447}\right)=1.25\times10^{-7}.
\end{equation}
Equation (\ref{eq:root}) gives $v=1.195\times10^{-7}$, or $3.6\times10^{15}$ cm$^{-3}$. With $d=5.12\times10^{-6}$ and $p=4.88\times10^{-6}$,
\begin{equation}
A=\frac{0.50}{1+0.0233+0.0245}=0.477\ \text{eV}.
\end{equation}
This is 5\,\% below full binding because $4K/c=0.05$ is not yet negligible. At 300 K the value is 0.500 eV. At 600 K, just above $T^*=573$ K, it has dropped to 0.15 eV.

\paragraph{Divalent dopant.} Here $K=2.08\times10^{-11}$ and $v=1.44\times10^{-8}$, or $4.3\times10^{14}$ cm$^{-3}$. Since $v/d=1$ and $v/p=0.0014$, $A=0.80/2.0014=0.400$ eV. At 600 K it is still 0.386 eV, because $T^*=917$ K.

Adding the migration energy gives 1.18 eV for dysprosium and 1.10 eV for the divalent dopant. The stronger binding goes with the smaller transport energy. Doubling the doping at fixed temperature multiplies $v$ by 1.02 and 1.41 respectively.

\paragraph{Time to reach equilibrium.} Let pairs break at rate $k_d$. Detailed balance fixes the capture coefficient as $k_d/K$, so in a well-mixed system $\dot v=k_d(p-vd/K)$. A small excess $\delta$ in $v$ raises $d$ by $\delta$ and lowers $p$ by $\delta$, hence
\begin{equation}
\dot\delta=-k_d\left(1+\frac{v+d}{K}\right)\delta .
\end{equation}
If release must surmount $E_m+E$, then $1/k_d$ is 132 s for dysprosium and $7.9\times10^5$ s for the divalent dopant. The brackets are 43 and about 1390, so in this simple release model relaxation takes 3 s and about 10 minutes. Coulomb attraction speeds up capture. If capture is limited by diffusion, an estimate shortens these times by a factor between about 3 and 40, depending on the dopant and on whether the attempt frequency refers to all jumps or to each jump direction. Recapture makes equilibration much faster than single release.

\paragraph{Donors and cell size.} Let donors number 1\,\% of the divalent dopants, so that $t=0.005c$. Equation (\ref{eq:donor}) gives $v=3.8\times10^{-4}c$, well below $t$, and $A=0.75$ eV: nearly full binding. Half binding at 400 K requires $D\ll2v=0.003c$, or far less than 0.03 ppm of cations.

A closed cell of $100\times100\times10$ nm$^3$ has $N_c=3.015\times10^6$ and 30 dopants. Equation (\ref{eq:small}) gives 0.0019 free vacancies on average, and the full sum over (\ref{eq:W}) gives $A=0.799$ eV. The large-system density corresponds to ten free vacancies only for a film area of 2.3 $\mu$m$^2$.

\section{Neglected interactions and real devices}

\paragraph{Screening.} Charged defects surround themselves with opposite charge, which favours dissociation. Let $C=e^2/(4\pi\varepsilon_0\varepsilon_r)=0.0576$ eV\,nm and let $\kappa$ be the inverse Debye length. Debye--H\"uckel theory lowers the free energy of a charge $Q$ by $C\kappa Q^2/2$. A pair has charge $2-q$, so the free energy of dissociation falls by
\begin{equation}
\Delta=\frac{C\kappa}{2}\left[4+q^2-(2-q)^2\right]=2qC\kappa .
\end{equation}
Solving for $v$ and $\kappa$ together by iteration at 400 K changes $A$ to 0.46 eV for dysprosium and 0.404 eV for the divalent dopant. These are estimates for bulk material, since the theory treats all charges as mobile while the dopants are frozen, and the Debye lengths, about 12 and 120 nm, exceed the layer thickness. For dysprosium at 1\,\% doping, $\Delta$ evaluated with the unscreened populations is 0.29 eV, more than half the binding. The Debye length would then be only 0.4 nm, less than the typical dopant spacing of 1.5 nm, so this number lies outside the range of the screening theory itself. It serves only as a warning that the dilute theorem cannot be trusted there.

\paragraph{Other pairs and neighbours.} Summing point-charge Boltzmann factors over anion sites from the second shell out to $qC/kT$ gives 0.6\,\% of the nearest-neighbour weight for dysprosium and 0.2\,\% for the divalent dopant. Counting these distant pairs as bound therefore hardly changes $K$. Compared with the free vacancies they are not rare: about a quarter as many for dysprosium and 1.3 times as many for the divalent dopant. A measurement that counted them as free would thus find a different $v$. Twelve cations share an anion with a given dopant, so the chance of a dopant neighbour is about $1.2\times10^{-4}$. This is 8\,\% of the divalent $v/c$, so such neighbours could begin to matter on further cooling if two dopants bind a shared vacancy more strongly than one does.

\paragraph{A second vacancy on one dopant.} Assumption (ii) is weakest for divalent dopants, because their pairs are neutral and can attract another vacancy. Let a second vacancy on the opposite corner of the anion cube be bound by $E_2<E$, and let $u$ be the number of doubly occupied dopants per cation. There are four such arrangements against eight for a pair, so $vp/u=K_2=2s\,e^{-\beta E_2}$. With $m=c$ the balance becomes $d=v+u$, and (\ref{eq:mass}) gives $v^2=Kp/(1+p/K_2)$. The half law needs $K_2\gg c$. On further cooling most bare dopants come from two pairs turning into one bare and one doubly occupied dopant; then $v\to\sqrt{KK_2}$ and $A\to(E+E_2)/2$. Two point vacancies 0.44 nm apart repel by $4C/r=0.52$ eV, which suggests $E_2\approx0.28$ eV for $E=0.80$ eV and gives $A=0.401$, 0.415 and 0.53 eV at 400, 300 and 200 K. If instead $E_2=E/2$, the ratio for pure point charges, $A$ is already 0.45 eV at 400 K and 0.58 eV at 300 K. For a trivalent dopant the point-charge binding of a second vacancy is zero.

\paragraph{Field.} In a field $F$ along the escape path, the energy of a vacancy at distance $r$ from a dopant is $-2qC/r-2eFr$. Its maximum lies at $r=\sqrt{qC/(eF)}$ and is lowered by $4\sqrt{qCeF}$. At 0.01 MV/cm this is 0.03 eV for dysprosium and 0.04 eV for the divalent dopant, comparable with $kT$. These two values are for bulk material: the maxima lie about 8 and 11 nm from the dopant, so a 10 nm layer has little or no room for them. At 1 MV/cm, where the maxima lie near 1 nm, the lowering is 0.30 and 0.43 eV. The theorem therefore does not describe switching. Zero applied bias is not sufficient either: electrodes whose work functions differ by 0.1 eV put about 0.1 MV/cm across a 10 nm layer. If that field is taken as uniform, $E$ as unchanged and the vacancies as confined to the layer, applying mass action at each depth lowers the slope of the mean $v$ at 400 K from 0.48 to 0.36 eV for dysprosium and from 0.40 to 0.33 eV for the divalent dopant. This mean governs conduction along the layer, not across it. Image charges in metal electrodes matter even without a built-in voltage. If defects are kept at least 0.5 nm from the metal, a continuum estimate of the image energies roughly triples the mean $v$ at 400 K and lowers its slope to about 0.39 eV for dysprosium and 0.35 eV for the divalent dopant. The size of the effect depends on the excluded distance: the slopes are 0.31 and 0.28 eV for 0.3 nm, and 0.43 and 0.37 eV for 1 nm.

The theorem applies to storage only when the internal field, the image forces and the binding of a second vacancy are negligible and the defects have had time to equilibrate. In the simple release model above, relaxation at 300 K takes about 50 minutes for dysprosium but about nine months for the divalent dopant.

\paragraph{Real layers.} A doping of 10 ppm resembles a trace impurity; at the per cent level defects are too close together for the dilute theorem to be trusted. Films may also be amorphous or have a crystal structure other than cubic, which changes $z$ and spreads $E$. If a layer is oxygen-deficient, it holds vacancies that do not compensate dopants, which breaks $2m=qc$. The effect can be large: if another 5 ppm of doubly charged vacancies per cation, balanced by charge trapped elsewhere, were added to the dysprosium example, then $m=c$. The trivalent traps would be exactly filled, and (\ref{eq:main}) would give $A=0.24$ eV at 400 K in place of 0.48 eV. A single activation energy therefore does not give a binding energy by itself: the migration energy, the doping and the ratio of vacancies to traps are needed as well. Within the model, measuring how $v$ depends on doping helps to tell the two laws apart.
